# Counting exchange k-point pairs in silicon on a 4x4x4 mesh

## Problem

Silicon has two atoms and four doubly occupied valence bands per primitive cell. Its Brillouin zone is sampled on a Gamma-centred \(4\times4\times4\) mesh, and exact exchange is evaluated with plane waves. Spin-orbit coupling is neglected.

(a) How many ordered pairs \((\mathbf k,\mathbf q)\) does the exchange energy require without symmetry, and how many when the outer point \(\mathbf k\) is restricted to one member of each star?

(b) Show how an orbital at \(R\mathbf q\) follows from one at \(\mathbf q\), and find the symmetry obeyed by the contribution of a pair.

(c) Why can the inner sum not run over the irreducible points with star weights? How far can it be reduced correctly, and how many of the remaining pairs need rotated orbitals?

(d) At \(\mathbf k=0\) every operation leaves \(\mathbf k\) unchanged. Do star weights suffice there?

(e) Estimate the errors numerically for a simple model of silicon.

## Solution

### The exchange sum

Atomic units are used in the algebra. Let \(N=64\) be the number of mesh points and \(\Omega\) the cell volume. The orbitals, normalized over \(N\) cells, are

\[
\psi_{n\mathbf k}(\mathbf r)=\frac{1}{\sqrt{N\Omega}}\sum_{\mathbf G}c_{n\mathbf k}(\mathbf k+\mathbf G)\,e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}.
\]

Exchange acts between equal spins, so its matrix element contains each occupied spatial orbital once:

\[
\langle n\mathbf k|V_x|n'\mathbf k\rangle=-\sum_{m\mathbf q}\iint \psi^*_{n\mathbf k}(\mathbf r)\psi_{m\mathbf q}(\mathbf r)\,v(|\mathbf r-\mathbf r'|)\,\psi^*_{m\mathbf q}(\mathbf r')\psi_{n'\mathbf k}(\mathbf r')\,d\mathbf r\,d\mathbf r'.
\]

Multiplying the two plane-wave series gives the pair density

\[
\psi^*_{m\mathbf q}\psi_{n\mathbf k}=\frac1{N\Omega}\sum_{\mathbf Q}M_{nm}(\mathbf Q)e^{i\mathbf Q\cdot\mathbf r},\qquad
M_{nm}(\mathbf Q)=\sum_{\mathbf p}c^*_{m\mathbf q}(\mathbf p)\,c_{n\mathbf k}(\mathbf p+\mathbf Q),
\]

where \(\mathbf p=\mathbf q+\mathbf G'\) and \(\mathbf Q=\mathbf k-\mathbf q+\mathbf G\). The double integral supplies one factor \(N\Omega\,v(\mathbf Q)\), which cancels one of the two factors \(1/(N\Omega)\). Hence

\[
V_x(\mathbf k)=\frac1N\sum_{\mathbf q}X(\mathbf k,\mathbf q),\qquad
X_{nn'}=-\frac1\Omega\sum_{m\mathbf Q}v(\mathbf Q)M^*_{nm}(\mathbf Q)M_{n'm}(\mathbf Q).
\]

Let \(F(\mathbf k,\mathbf q)=\mathrm{Tr}\,X(\mathbf k,\mathbf q)\), traced over the four valence bands. The exchange energy has a factor \(1/2\) for double counting and a factor 2 for spin, so per cell

\[
E_x=\frac1{N^2}\sum_{\mathbf k\mathbf q}F(\mathbf k,\mathbf q).
\]

The example uses the short-range interaction \(\mathrm{erfc}(\omega r)/r\) of screened hybrids. The part removed from \(1/r\) is \(\mathrm{erf}(\omega r)/r\), the potential of a unit Gaussian charge whose transform is \(e^{-Q^2/4\omega^2}\). Therefore

\[
v(Q)=\frac{4\pi}{Q^2}\left(1-e^{-Q^2/4\omega^2}\right),\qquad v(0)=\frac{\pi}{\omega^2}.
\]

The limit follows from \(1-e^{-x}\approx x\). With the bare Coulomb interaction the \(Q=0\) term diverges and needs separate treatment; the counting below is unchanged if that treatment respects the crystal symmetry.

### (a) Counting the outer points

Without symmetry there are \(64\times64=4096\) ordered pairs. For the reduced count we need the number of stars, that is, of sets of mesh points connected by the 48 point operations.

Write \(\mathbf k=(2\pi/a)(x,y,z)/4\). The primitive reciprocal vectors are \((-1,1,1)\), \((1,-1,1)\) and \((1,1,-1)\) in units of \(2\pi/a\). Mesh points are thus integer triples of equal parity (all even or all odd). Two triples are the same point if they differ by \(4(u,v,w)\), with \(u,v,w\) of equal parity.

Let \(f_R\) be the number of mesh points fixed by \(R\). Count all combinations of an operation and a point it fixes. A point in a star of \(s\) members is fixed by \(48/s\) operations, so each star contributes \(s\cdot48/s=48\). Hence

\[
N_{\rm stars}=\frac1{48}\sum_R f_R .
\]

As an example, the mirror \(z\to-z\) changes a triple by \((0,0,-2z)\). This must equal \(4(u,v,w)\) with \(u=v=0\), so \(w\) is even and \(z\) is a multiple of 4. Then \(x,y\) are even. These triples occupy a volume \(2\cdot2\cdot4=16\) each, while the repeat cell of the mesh has volume \(64\cdot4=256\), since equal-parity triples have volume 4 each. Thus \(f_R=256/16=16\). The same test for each class gives:

| Operation | Number | \(f_R\) |
|---|---:|---:|
| identity | 1 | 64 |
| inversion | 1 | 8 |
| 180°, cube axis | 3 | 8 |
| mirror, cube face | 3 | 16 |
| 180°, face diagonal | 6 | 8 |
| mirror, diagonal plane | 6 | 16 |
| 90° | 6 | 4 |
| 90° with inversion | 6 | 4 |
| 120° | 8 | 4 |
| 120° with inversion | 8 | 2 |

The sum is \(64+8+24+48+48+96+24+24+32+16=384\), and \(384/48=8\) stars. Reducing the outer point leaves

\[
8\times64=512
\]

pairs. With 16 band combinations per pair, the number of pair densities falls from 65,536 to 8192. The factor is 8 rather than 48 because every point of this coarse mesh lies on a symmetry element, so the stars have at most 24 members and 8 on average.

### (b) Rotating an orbital

A space-group operation takes \(\mathbf r\) to \(R\mathbf r+\mathbf t\). The rotated orbital is \(\psi'(\mathbf r)=\psi(R^{-1}(\mathbf r-\mathbf t))\). For one plane wave, since \(R\) preserves scalar products,

\[
e^{i\mathbf p\cdot R^{-1}(\mathbf r-\mathbf t)}
=e^{iR\mathbf p\cdot(\mathbf r-\mathbf t)},
\qquad\text{so}\qquad
c'(R\mathbf p)=e^{-iR\mathbf p\cdot\mathbf t}\,c(\mathbf p).
\]

The Hamiltonian commutes with the operation, so \(\psi'\) is an eigenstate at \(R\mathbf q\) with the same energy. Rotation costs a reordering of coefficients and a phase; no new diagonalization is needed.

The phase matters because silicon has fractional translations. With the origin at a bond centre and atoms at \(\pm\boldsymbol\tau=\pm(a/8)(1,1,1)\), 12 operations map the bond onto itself and need no translation. The other 36 do. Without the phase, the coefficients describe \(\psi'(\mathbf r+\mathbf t)\), an orbital of a displaced crystal.

A separately diagonalized orbital at \(R\mathbf q\) may differ from \(\psi'\) by a phase or by mixing among degenerate states. This does not affect the occupied projector \(P_{\mathbf q}(\mathbf r,\mathbf r')=\sum_m\psi_{m\mathbf q}(\mathbf r)\psi^*_{m\mathbf q}(\mathbf r')\), provided that a gap separates the four valence bands from the rest. In terms of projectors,

\[
F(\mathbf k,\mathbf q)=-N\iint P_{\mathbf k}(\mathbf r',\mathbf r)\,P_{\mathbf q}(\mathbf r,\mathbf r')\,v(|\mathbf r-\mathbf r'|)\,d\mathbf r\,d\mathbf r'.
\]

Replace both points by their images and transform both integration variables by the same operation. Distances and volumes are unchanged, and each projector returns to its original form. Therefore

\[
F(R\mathbf k,R\mathbf q)=F(\mathbf k,\mathbf q).
\]

This justifies the outer reduction. For \(\mathbf k'=R\mathbf k\), the substitution \(\mathbf q'=R\mathbf q\) gives \(\sum_{\mathbf q'}F(\mathbf k',\mathbf q')=\sum_{\mathbf q}F(\mathbf k,\mathbf q)\), because \(R\) permutes the full mesh. With \(w_{\mathbf k}\) the number of points in the star of \(\mathbf k\),

\[
E_x=\frac1{N^2}\sum_{\mathbf k\in{\rm irr}}w_{\mathbf k}\sum_{\mathbf q\in{\rm full}}F(\mathbf k,\mathbf q).
\]

The step requires the complete inner mesh.

### (c) Why the inner sum needs the full zone

Star weights on \(\mathbf q\) would require \(F(\mathbf k,R\mathbf q)=F(\mathbf k,\mathbf q)\) at fixed \(\mathbf k\). Joint invariance gives instead

\[
F(\mathbf k,R\mathbf q)=F(R^{-1}\mathbf k,\mathbf q).
\]

This equals \(F(\mathbf k,\mathbf q)\) by symmetry if \(R\) leaves \(\mathbf k\) fixed up to a reciprocal lattice vector. Such operations form the little group of \(\mathbf k\). For other operations there is no general equality. The reason is physical: exchange depends on the momentum transfer \(\mathbf k-\mathbf q\) and on the overlap of two orbitals, and rotating one of them changes both.

The case \(\mathbf q=\mathbf k\) makes this plain. Orthonormality gives \(M_{nm}(0)=\delta_{nm}\), so the pair contains a \(Q=0\) term \(-v(0)/\Omega\) for each band. Another member of the star, \(\mathbf q=R\mathbf k\ne\mathbf k\), has no \(Q=0\) term. Using \(\mathbf k\) to represent its star counts that term \(w_{\mathbf k}\) times instead of once.

The correct reduction treats \((\mathbf k,\mathbf q)\) as one object. A pair is fixed by \(R\) when both members are, which happens for \(f_R^2\) pairs. The counting argument of part (a) then gives

\[
N_{\rm pairs}=\frac1{48}\sum_Rf_R^2=\frac{7392}{48}=154 .
\]

Equivalently, one chooses an outer point from each star and reduces \(\mathbf q\) by its little group. For the outer point \((3,1,-1)\), the little group contains the identity and one diagonal mirror, so \((64+16)/2=40\) inner points remain. The eight inner counts, in the order of the table in part (e), are

\[
8+20+13+18+40+26+13+16=154 .
\]

The eight stored points belong to eight different stars. No operation connects them, so for each outer point they represent eight different little-group sets. At most \(8\times8=64\) of the 154 pairs can therefore use stored orbitals on both sides. The other \(154-64=90\) need an orbital rotated to a point outside the stored list.

There is a further condition. The 154 pairs with their multiplicities give the energy and the traces, but a self-consistent calculation needs the operator. If \(g\) belongs to the little group and \(D(g)\) is its unitary matrix among the valence orbitals at \(\mathbf k\), the argument of part (b) without the trace gives

\[
X(\mathbf k,g\mathbf q)=D(g)\,X(\mathbf k,\mathbf q)\,D^\dagger(g).
\]

The matrices have equal traces but are generally different. One must either sum all 64 inner points, which is the 512-pair scheme, or average the reduced sum over the little group.

For the energy alone, exchanging \(\mathbf k\) and \(\mathbf q\) replaces \(\mathbf Q\) by \(-\mathbf Q\) and conjugates the pair density, so \(F(\mathbf k,\mathbf q)=F(\mathbf q,\mathbf k)\). An operation combined with this exchange fixes a pair if \(\mathbf q=R\mathbf k\) and \(\mathbf k=R\mathbf q\), hence \(R^2\mathbf k=\mathbf k\). The squares are the identity for 20 operations, a 180° cube-axis rotation for 12 and a 120° rotation for 16. Their fixed points add up to \(20\cdot64+12\cdot8+16\cdot4=1440\), and the count becomes \((7392+1440)/96=92\).

Time reversal adds nothing to these counts, since inversion already maps \(\mathbf k\) to \(-\mathbf k\). It matters in the opposite limit, a nonmagnetic crystal with no point operation but the identity. A cell of two identical atoms never reaches that limit, because inversion about their midpoint survives any distortion; its lowest-symmetry form, with only identity and inversion, nevertheless has the same count. The mesh then has \((64+8)/2=36\) irreducible points, because 8 points equal their own negatives. The outer-reduced count is \(36\times64=2304\). The count of 512 thus belongs to the undistorted crystal.

### (d) The special case of Gamma

At \(\mathbf k=0\) the little group contains all 48 operations. Then \(F(0,R\mathbf q)=F(0,\mathbf q)\), and star weights give the correct trace. They do not give the correct operator, because the matrices \(X(0,R\mathbf q)\) still differ.

The valence top at Gamma is threefold degenerate and transforms irreducibly. Averaging any matrix in this space over the group gives a matrix that commutes with all \(D(g)\), hence a multiple of the unit matrix. The average preserves the trace. The full inner sum therefore yields three equal exchange energies. A sum over one member of each star has the same mean but can favour particular directions and split the level.

### (e) Numerical size of the errors

The model uses \(a=5.43\) Å and local empirical pseudopotential form factors, fitted to measured spectra and taken here as inputs: \(-2.857\), \(0.544\) and \(1.088\) eV for \(G^2=3,8,11\) in units of \((2\pi/a)^2\), each multiplied by \(\cos(\mathbf G\cdot\boldsymbol\tau)\). The plane-wave cutoff is 81.6 eV. The Hamiltonian was diagonalized at each of the 64 points, and the pair densities were formed by fast Fourier transform. The smallest separation between bands four and five at a mesh point is 3.12 eV, so the occupied projector is well defined. Exchange is taken at full strength with \(\omega=0.208\) Å\(^{-1}\).

First consider the \(Q=0\) term. The cell volume is \(\Omega=5.43^3/4=40.0\) Å\(^3\), and \(e^2/4\pi\varepsilon_0=14.40\) eV Å. Its contribution per band to \(V_x\) is

\[
-\frac{14.40\,\pi}{64\times40.0\times0.208^2}\ \text{eV}\approx-0.41\ \text{eV}.
\]

The next table gives the average exchange per valence band. "Stars" means that the inner sum uses the eight listed points with their weights.

| \((x,y,z)\) | Weight | Full zone (eV) | Stars (eV) |
|---|---:|---:|---:|
| (0,0,0) | 1 | −11.12 | −11.12 |
| (1,1,−1) | 8 | −11.13 | −15.43 |
| (2,2,−2) | 4 | −11.39 | −15.87 |
| (2,0,0) | 6 | −11.17 | −15.89 |
| (3,1,−1) | 24 | −11.30 | −21.88 |
| (4,2,−2) | 12 | −11.23 | −17.62 |
| (4,0,0) | 3 | −11.49 | −14.84 |
| (4,2,0) | 6 | −11.25 | −15.68 |

At \((3,1,-1)\) the error is \(-10.58\) eV. Counting the \(Q=0\) term 24 times instead of once accounts for \(23\times(-0.4087)=-9.40\) eV; the rest comes from \(Q\ne0\). With the outer point held fixed, the result depends on which star representatives are chosen: the lowest possible value is \(-21.9\) eV and the highest \(-8.9\) eV. A sum that depends on this arbitrary choice cannot be the exchange energy.

The energy per cell is \(-45.03\) eV from 4096 pairs, and the same from the 512 weighted pairs or the 154 symmetry-distinct ones. With the listed points, star weights on both sides (\(8\times8=64\) pairs) give \(-73.02\) eV; another choice of representatives gives \(-55.6\) eV. For the listed points, the error of \(-27.99\) eV is 62% of the correct magnitude. Its \(Q=0\) part follows from \(\sum w^2=882\), where the correct count is 64:

\[
4\times(-0.4087)\times\frac{882-64}{64}\ \text{eV}=-20.9\ \text{eV}.
\]

At Gamma the full sum gives \(-10.09\) eV for all three top valence states. The star-weighted sum gives \(-10.98\), \(-9.98\) and \(-9.32\) eV. The mean is unchanged, but the cubic degeneracy is broken by 1.66 eV. In a hybrid with one quarter of exchange this would be a false splitting of 0.41 eV to first order. The size of the splitting depends on the representatives: another choice gives 0.23 eV at full strength.

Omitting the translation phase while rotating the orbitals also fails: for the operations used here to fill the zone, the band-averaged exchange is wrong by up to 2.46 eV among the eight outer points.

### Relation to real silicon

The lattice constant is that of silicon, while the screening and the quarter fraction are chosen parameters of a screened hybrid. The model's direct gap at Gamma, 3.35 eV, is close to the rough real value of 3.4 eV, as expected from fitted form factors. The exchange energies are less realistic, because the orbitals are smooth pseudo-orbitals and were not made self-consistent with the hybrid potential; the size of that effect was not computed.

Two other limitations can be sized from the exchange of the valence top at Gamma. With basis and form factors fixed, meshes of 2, 4, 6 and 8 points per direction give \(-11.80\), \(-10.09\), \(-9.94\) and \(-9.91\) eV. The \(4\times4\times4\) value thus differs from the densest one by 0.18 eV, or 0.04 eV at one-quarter strength. Raising the cutoff to 122.4 and 183.6 eV on the \(4\times4\times4\) mesh, with the same form factors, shifts the value by \(-0.11\) and \(-0.13\) eV. At 183.6 eV the energy per cell is \(-45.34\) instead of \(-45.03\) eV, the full-zone band averages in the table are lower by up to about 0.10 eV, and the direct gap at Gamma is 3.42 eV. The mesh matters for the other energies too: with the eight outer points and their weights kept, but the inner sum taken over an \(8\times8\times8\) mesh at the original cutoff, the full-zone band averages change by up to 0.13 eV and the energy per cell becomes \(-44.88\) instead of \(-45.03\) eV. With the \(8\times8\times8\) mesh on both sides, the energy per cell lies 0.28 eV above the \(4\times4\times4\) value. The second decimals in part (e) therefore serve to compare summation schemes on the same mesh and are not converged values. Spin-orbit coupling splits the real valence top by roughly 0.04 eV. The cutoff changes the energies but not the pair counts, whereas each mesh has its own counts. Spin-orbit coupling lies outside the stated spinless problem. Strain, defects or magnetic order can remove operations, and the stars must then be counted again.
